# Spin-orbit plane-wave matrix elements from j-dependent pseudopotentials

## From two radial tables to a Hermitian spin matrix

A relativistic pseudopotential in semilocal form supplies two radial functions for the p channel, one for $j=3/2$ and one for $j=1/2$. (Separable pseudopotentials store projectors instead and need a different construction.) For a plane-wave band calculation they can be recast as a scalar potential and a spin-orbit term. If the scalar part is taken as the plain mean of the two functions, the upper valence level moves even before spin-orbit coupling acts: by $-0.109$ eV at $\Gamma$ in the crystal treated below. If the factor $i$ is lost from the spin-orbit element, the matrix is no longer Hermitian. An eigenvalue routine that reads one triangle and infers the other will still return real numbers, but they belong to a different matrix.

The algebra uses atomic units, $\hbar=m=e=1$. Spin is $\mathbf S=\boldsymbol\sigma/2$, and $\mathbf L=-i\,\mathbf r\times\nabla$. Numerical energies are in eV and lengths in angstrom.

### Separating the two parts

Let $P_{lj}$ project onto orbital angular momentum $l$ and total angular momentum $j$ about one atom, and let $P_l=\sum_jP_{lj}$. For $l\ge1$ write $V_+$ and $V_-$ for the given potentials with $j=l\pm1/2$. We seek $V_l$ and $V_l^{SO}$ such that

$$V_+P_{l,l+1/2}+V_-P_{l,l-1/2}=P_l\,[V_l+V_l^{SO}\,\mathbf L\cdot\mathbf S].$$

Squaring $\mathbf J=\mathbf L+\mathbf S$ gives

$$\mathbf L\cdot\mathbf S=\tfrac12\left[j(j+1)-l(l+1)-\tfrac34\right].$$

For $j=l+1/2$, $j(j+1)=l^2+2l+3/4$, so the eigenvalue is $l/2$. For $j=l-1/2$, $j(j+1)=l^2-1/4$, so it is $-(l+1)/2$. Both sides of the required identity are diagonal in $j$, which leaves two equations:

$$V_+=V_l+\tfrac l2V_l^{SO},\qquad V_-=V_l-\tfrac{l+1}2V_l^{SO}.$$

Their difference is $V_+-V_-=(l+\tfrac12)V_l^{SO}$. Substituting this in the first equation gives

$$V_l^{SO}=\frac{2(V_+-V_-)}{2l+1},\qquad V_l=V_+-\frac{l(V_+-V_-)}{2l+1}=\frac{(l+1)V_++lV_-}{2l+1}.$$

The weights are proportional to the degeneracies $2l+2$ and $2l$. The trace of $\mathbf L\cdot\mathbf S$ is $(2l+2)l/2-2l(l+1)/2=0$, so $V_l$ is the average over all spin-orbital states of the channel. For $l=0$ there is one value of $j$ and no spin-orbit part.

The identity was tested for $l=1,2,3$ with $V_+=1.7$ eV and $V_-=-2.9$ eV, using projectors obtained by diagonalizing $\mathbf J^2$. The largest discrepancy was $6.7\times10^{-16}$ eV.

### The p-channel element

Take plane waves $\Omega^{-1/2}e^{i\mathbf K\cdot\mathbf r}$ and one atom at the origin. The p part of a function of direction is found with the projector

$$(P_1f)(\hat{\mathbf r})=3\,\hat{\mathbf r}\cdot\langle\hat{\mathbf n}f(\hat{\mathbf n})\rangle,$$

where the brackets average over directions. Indeed $\langle\hat n_a\hat n_b\rangle=\delta_{ab}/3$, so it returns each $\hat r_a$ unchanged, and it removes functions orthogonal to them.

For $f=e^{i\mathbf K'\cdot\mathbf r}$ the average must point along $\hat{\mathbf K}'$. With $z=K'r$ its length is

$$\frac12\int_{-1}^1c\,e^{izc}\,dc=i\left(\frac{\sin z}{z^2}-\frac{\cos z}{z}\right)=i\,j_1(z).$$

The p part of the ket is therefore $3i\,j_1(K'r)\,\hat{\mathbf K}'\cdot\hat{\mathbf r}$. That of the bra, after conjugation, is $-3i\,j_1(Kr)\,\hat{\mathbf K}\cdot\hat{\mathbf r}$. The product of their phases is $(-i)(i)=1$.

The scalar element follows at once from $\int d\Omega_r\,\hat r_a\hat r_b=4\pi\delta_{ab}/3$:

$$M^{sc}=\frac{12\pi}{\Omega}\,\hat{\mathbf K}\cdot\hat{\mathbf K}'\int_0^\infty r^2V_1(r)j_1(Kr)j_1(K'r)\,dr.$$

For the spin-orbit element, $\mathbf L$ acts on angles alone and commutes with radial functions. Since $\nabla(\hat{\mathbf K}'\cdot\mathbf r)=\hat{\mathbf K}'$,

$$\mathbf L(\hat{\mathbf K}'\cdot\hat{\mathbf r})=-i\,\hat{\mathbf r}\times\hat{\mathbf K}'.$$

The angular integral is

$$\int d\Omega_r(\hat{\mathbf K}\cdot\hat{\mathbf r})(-i\,\hat{\mathbf r}\times\hat{\mathbf K}')=-\frac{4\pi i}{3}\,\hat{\mathbf K}\times\hat{\mathbf K}'.$$

Multiplication by $3\times3$ and by the $1/2$ in $\mathbf S=\boldsymbol\sigma/2$ gives the coefficient $-6\pi i$. Hence

$$M(\mathbf K,\mathbf K')=-\frac{6\pi i}{\Omega}\,g(K,K')\,(\mathbf K\times\mathbf K')\cdot\boldsymbol\sigma,$$

$$g(K,K')=\frac1{KK'}\int_0^\infty r^2V_1^{SO}(r)j_1(Kr)j_1(K'r)\,dr.$$

The minus sign belongs to the order bra $\mathbf K$, ket $\mathbf K'$. Writing $\mathbf K'\times\mathbf K$ instead turns it into a plus sign.

In a crystal $\mathbf K=\mathbf k+\mathbf G$ and $\mathbf K'=\mathbf k+\mathbf G'$. The cross product is

$$\mathbf K\times\mathbf K'=\mathbf G\times\mathbf G'+\mathbf k\times(\mathbf G'-\mathbf G),$$

so using reciprocal-lattice vectors alone loses the second term away from $\mathbf k=0$. An atom at $\boldsymbol\tau$ multiplies the element by $e^{-i(\mathbf K-\mathbf K')\cdot\boldsymbol\tau}$, and $\Omega$ becomes the primitive-cell volume.

### Long-wave limit and sign

For $Kr,K'r\ll1$ throughout the range of $V_1^{SO}$, $j_1(z)\simeq z/3$ and

$$M\simeq-\frac{2\pi i}{3\Omega}\left[\int_0^\infty r^4V_1^{SO}\,dr\right](\mathbf K\times\mathbf K')\cdot\boldsymbol\sigma.$$

This can be compared with the leading relativistic term for a local potential $U(r)$, $H=\boldsymbol\sigma\cdot(\nabla U\times\mathbf p)/4c^2$. For a central potential it equals $(U'/2c^2r)\,\mathbf L\cdot\mathbf S$. Inserting $V^{SO}=U'/2c^2r$ and integrating by parts, with $r^3U$ vanishing at both ends, gives

$$\frac{2\pi}{3}\int r^4V^{SO}dr=\frac{\pi}{3c^2}\int r^3U'dr=-\frac1{4c^2}\int U\,d^3r.$$

The element becomes $+i(\mathbf K\times\mathbf K')\cdot\boldsymbol\sigma\int U\,d^3r/(4c^2\Omega)$. Direct evaluation agrees: the plane-wave element of $\nabla U$ is $i(\mathbf K-\mathbf K')$ times that of $U$, and $(\mathbf K-\mathbf K')\times\mathbf K'=\mathbf K\times\mathbf K'$. An attractive $U$ has a negative integral, which restores the minus sign found for positive $V_1^{SO}$.

### Hermiticity and time reversal

Let $V_1^{SO}$ be real. Then $g$ is real and symmetric in its arguments. With $A=6\pi g/\Omega$,

$$M(\mathbf K',\mathbf K)^\dagger=[-iA(\mathbf K'\times\mathbf K)\cdot\boldsymbol\sigma]^\dagger=iA(\mathbf K'\times\mathbf K)\cdot\boldsymbol\sigma=M(\mathbf K,\mathbf K').$$

The adjoint reverses $i$, the exchange reverses the cross product, and the two signs cancel. Without $i$ one sign remains, and the full spin-orbit matrix is anti-Hermitian. An individual $2\times2$ block with $\mathbf K\ne\mathbf K'$ need not be Hermitian: the condition relates it to the block across the diagonal. Atomic phases preserve this relation, because exchange and conjugation each reverse their exponent. A complex absorbing potential would break it.

Time reversal requires $M(-\mathbf K,-\mathbf K')=\sigma_yM(\mathbf K,\mathbf K')^*\sigma_y$. Conjugation changes $-i$ to $+i$, while $\sigma_y\boldsymbol\sigma^*\sigma_y=-\boldsymbol\sigma$. The result is the original element, as it should be, since reversing both wave vectors leaves their cross product unchanged.

### Other channels

The projection of a plane wave on channel $l$ is $i^l(2l+1)j_l(K'r)P_l(\hat{\mathbf K}'\cdot\hat{\mathbf r})$. In this section $P_l$ is the Legendre polynomial, not the projector, and $P_l'$ is its derivative. A common rotation of $\hat{\mathbf r}$ and $\hat{\mathbf K}'$ leaves $P_l$ unchanged, so $\mathbf L$ acting on $\hat{\mathbf r}$ can be replaced by $-\mathbf L_{K'}$ and taken outside the angular integral. The orthogonality relation

$$\int d\Omega_rP_l(\hat{\mathbf K}\cdot\hat{\mathbf r})P_l(\hat{\mathbf r}\cdot\hat{\mathbf K}')=\frac{4\pi}{2l+1}P_l(\hat{\mathbf K}\cdot\hat{\mathbf K}')$$

and $-\mathbf L_{K'}P_l=-iP_l'\,\hat{\mathbf K}\times\hat{\mathbf K}'$ then give

$$M_l=-\frac{2\pi i(2l+1)}{\Omega}\left[\int r^2V_l^{SO}j_l(Kr)j_l(K'r)dr\right]P_l'(\hat{\mathbf K}\cdot\hat{\mathbf K}')(\hat{\mathbf K}\times\hat{\mathbf K}')\cdot\boldsymbol\sigma.$$

For $l=1$, $P_1'=1$ and the earlier coefficient returns.

### A stable radial integral

For a Gaussian $e^{-r^2/b^2}$ the p integral $I=\int r^2e^{-r^2/b^2}j_1(Kr)j_1(K'r)dr$ has a closed form. Start from the Fourier transform

$$\int e^{-r^2/b^2}e^{-i(\mathbf K-\mathbf K')\cdot\mathbf r}d^3r=\pi^{3/2}b^3e^{-(K^2+K'^2)b^2/4}e^{xc},$$

with $x=KK'b^2/2$ and $c=\hat{\mathbf K}\cdot\hat{\mathbf K}'$. Multiply by $c$ and average over the directions of $\mathbf K$. On the left, the average of $\hat{\mathbf K}e^{-i\mathbf K\cdot\mathbf r}$ is $-ij_1(Kr)\hat{\mathbf r}$. The remaining angular integral of $(\hat{\mathbf r}\cdot\hat{\mathbf K}')e^{i\mathbf K'\cdot\mathbf r}$ is $4\pi i\,j_1(K'r)$, so the left side is $4\pi I$. Therefore

$$I=\frac{\sqrt\pi\,b^3}{4}e^{-(K^2+K'^2)b^2/4}\,q(x),\qquad q(x)=\frac{x\cosh x-\sinh x}{x^2}.$$

This expression for $q$ should not be evaluated directly near $x=0$. Its numerator subtracts two terms of size $x$ to leave $x^3/3$, so a relative rounding error $\epsilon$ in each term grows to order $\epsilon/x^2$. The series $q=(x/3)(1+x^2/10+\cdots)$, or for $x>0$ a library Bessel function through $q=\sqrt{\pi/2x}\,I_{3/2}(x)$, avoids the subtraction. At $x=0$, which occurs when either wave vector vanishes, the limit $q/x=1/3$ must be supplied. At large $x$ one evaluates $e^{-x}q(x)$ and combines the remaining exponentials as $e^{-(K-K')^2b^2/4}$, which cannot overflow. As $K\to0$ at fixed $K'$, $I/(KK')$ tends to $(\sqrt\pi\,b^5/24)\,e^{-K'^2b^2/4}$, which becomes $\sqrt\pi\,b^5/24$ when both wave vectors vanish.

The matrix elements were tested against numerical projection of actual plane waves, followed by radial quadrature. The test used three random pairs of vectors for each of $l=1$ and $l=2$, with Cartesian components between $-2$ and $2$ Å$^{-1}$ and the Gaussian potentials of the next section. Before division by volume, the largest difference was $1.9\times10^{-14}$ eV Å$^3$. Hermiticity and time reversal of the projected elements held to $4.4\times10^{-16}$ eV Å$^3$.

An error $\delta H$ moves each ordered eigenvalue by at most its spectral norm, by the min-max principle. If every element of an $N\times N$ matrix has error at most $\eta$, that norm is at most $N\eta$. Input errors matter more than rounding here. If each amplitude is uncertain by $\delta$, their difference can be wrong by $2\delta$, a large relative error when $V_+$ and $V_-$ nearly coincide.

### One element in a diamond-structure crystal

The model has lattice constant $a=5.65$ Å and cell volume $45.091$ Å$^3$. Its atoms lie at $\pm a(1,1,1)/8$. The local potential is $v(G)\cos(\mathbf G\cdot\boldsymbol\tau)$, with $v=-3.1$, $0.14$ and $0.82$ eV for $|\mathbf G|^2=3,8,11$ in units of $(2\pi/a)^2$, and zero otherwise. The added p potentials are Gaussians with $b=0.6$ Å and amplitudes $A_{3/2}=-4$ eV and $A_{1/2}=-14$ eV. Thus

$$A_1=\frac{2(-4)+(-14)}3=-7.333\text{ eV},\qquad A_1^{SO}=\frac23(-4+14)=6.667\text{ eV}.$$

Take $\mathbf K=(1,1,1)$ and $\mathbf K'=(1,-1,-1)$ in units of $2\pi/a=1.1121$ Å$^{-1}$. Their cross product is $(0,2.4734,-2.4734)$ Å$^{-2}$. The unit-amplitude integral is $0.011421$ Å$^3$, or $0.0030785$ Å$^5$ after division by $KK'$. The common factor is

$$\frac{6\pi(6.6667)(0.0030785)}{45.091}=0.00858\text{ eV Å}^2.$$

The up-up element for one atom is $-i(0.00858)(-2.4734)=+0.02122i$ eV. The up-down element contains $(\sigma_y)_{\uparrow\downarrow}=-i$ and equals $-0.02122$ eV. The scalar element is $0.0233$ eV, positive because a negative amplitude multiplies $\hat{\mathbf K}\cdot\hat{\mathbf K}'=-1/3$.

For the two atoms, $\mathbf G-\mathbf G'=(0,2,2)$ gives the structure factor $2\cos\pi=-2$. The crystal up-up element is therefore $-0.0424i$ eV.

The complete calculation follows this order:

1. Form $V_1$ and $V_1^{SO}$ from the two radial functions. If these include the local potential, subtract it from $V_1$. Otherwise it is counted twice in the p channel, and an ionic $1/r$ tail makes the scalar integral diverge at $K=K'$. The local part cancels from $V_1^{SO}$.
2. Compute $g$ and the three components of $\mathbf K\times\mathbf K'$ for all pairs of waves.
3. Multiply by $6\pi/\Omega$ and the structure factor, and combine the components with $-i\boldsymbol\sigma$.
4. Add kinetic, local and scalar p terms, identical for both spins.
5. Measure $H-H^\dagger$ before diagonalization.

At $\Gamma$ the assembled matrix had $H-H^\dagger=0$ to machine representation. With the $i$ removed, the largest entry of the same difference for the spin-orbit block was $0.145$ eV.

### Reading the levels at Γ

Without spin-orbit coupling the upper valence level is a triplet whose components transform like $x,y,z$ about each atom. The p functions on a site form one such triplet. By symmetry, the p part of component $i$ is therefore a radial function times $\hat r_i$, and states of other symmetry have no p part. Between triplets $n$ and $m$ the p-channel coupling is consequently $\lambda_{nm}\mathbf L\cdot\mathbf S$, with $\lambda_{nm}$ a number.

The eigenvalues of $\mathbf L\cdot\mathbf S$ are $1/2$, fourfold, and $-1$, twofold. For the valence triplet $\lambda_{nn}=wA_1^{SO}$, where $w$ is the expectation value of $P_1e^{-r^2/b^2}$ summed over both atoms. To first order,

$$\Delta=\tfrac32wA_1^{SO}=w(A_{3/2}-A_{1/2})=0.0652\times10=0.652\text{ eV}.$$

Full diagonalization puts the fourfold level at $9.276$ eV and the twofold level at $8.614$ eV on the model's energy scale. The split-off energy is $\Delta=0.662$ eV, or $24.3$ mHa. When the coupling is reduced to one hundredth, the computed splitting divided by the first-order value is $1.00014$.

The remaining difference comes from coupling to other p triplets. Let $s=\sum_{m\ne n}|\lambda_{nm}|^2/(E_n-E_m)$. The second-order shifts are $s/4$ for the fourfold level and $s$ for the twofold level. Their degeneracy-weighted mean is $[4(s/4)+2s]/6=s/2$. The computed centroid shift, $-0.0063$ eV, suggests $s\simeq-0.0126$ eV, but it includes higher orders; the sum itself gives $s=-0.0124$ eV. The second-order increase in splitting is then $-3s/4\simeq0.0093$ eV, and higher orders make up the rest of the observed $0.0097$ eV. The sign of $s$ is negative because only a singlet lies below the valence triplet, so every other triplet is higher in energy. Halving a weak coupling changed the centroid shift by a factor $4.003$, as a quadratic effect should.

The plain mean amplitude is $-9$ eV instead of $-7.333$ eV. To first order it moves the triplet by $0.0652(-1.667)=-0.109$ eV, the computed error quoted at the start. This is about 17 times the centroid shift caused by the actual spin-orbit coupling.

At the general point $\mathbf k=(0.13,0.29,-0.21)(2\pi/a)$, inversion and time reversal together require every level to be doubly degenerate. The largest splitting within the six lowest pairs was $8.9\times10^{-14}$ eV.

### Numerical and model errors

The main basis has 259 plane waves per spin and a kinetic cutoff of 170 eV. Enlarging it to 411 waves changes $\Delta$ by $0.00010$ eV and the direct gap by $0.00002$ eV. The splitting need not converge monotonically, because it is a difference of two eigenvalues.

Model errors are much larger. Increasing $b$ by 10%, with all amplitudes and local form factors fixed, raises $\Delta$ from $0.662$ to $0.936$ eV, or 41%. In the long-wave limit $g\propto b^5$ alone would give 61%. At finite wave vector the factor by which $g$ changes is smaller than this: with the valence states held fixed, the first-order splitting rises by 40%. The wider scalar p potential also changes those states, which brings the first-order rise to 41%. A d-channel difference as large as the p-channel one, with the same range and no added scalar d term, changes $\Delta$ by $-0.047$ eV, about 7%. This is a trial size, not a bound on the d contribution in a real material.

The lattice constant and local form factors are roughly those used for germanium, but the p amplitudes are model choices. Germanium has a split-off energy of roughly 0.3 eV and a direct gap of roughly 0.8 to 0.9 eV. The model gives $0.66$ eV and $1.52$ eV, both well above these values. At fixed scalar amplitude and range, the first-order law would require $A_{3/2}-A_{1/2}\simeq0.3/0.0652=4.6$ eV for the smaller splitting. The p Gaussians were added to the local form factors without fitting the two together to germanium, so close agreement cannot be expected. The excess gap is not theirs alone. The local form factors by themselves give $1.27$ eV. The lowest conduction level is a singlet with no p part, so the attractive scalar term widens the gap to $1.73$ eV by lowering the triplet, and spin-orbit coupling narrows it to $1.52$ eV by raising the fourfold level.

The thermal population of the split-off band depends exponentially on the splitting. At 300 K, $k_BT=0.0259$ eV, and the hole Boltzmann factor at the split-off edge relative to the valence top is $8\times10^{-12}$ in this model. A splitting of 0.3 eV would make it about $9\times10^{-6}$, still very small. Neither factor includes the densities of states. Self-consistency, many-body corrections and lattice vibrations are also absent, so the small basis error measures convergence of this model, not accuracy for germanium.

## Computed values

```
lattice constant: 5.65 angstrom
primitive cell volume: 45.091 angstrom^3
local form factor, |G|^2=3: -3.1 eV
local form factor, |G|^2=8: 0.14 eV
local form factor, |G|^2=11: 0.82 eV
p amplitude j=3/2: -4 eV
p amplitude j=1/2: -14 eV
Gaussian range b: 0.6 angstrom
weighted scalar amplitude: -7.3333 eV
spin-orbit amplitude: 6.6667 eV
plain-average amplitude: -9 eV
operator identity max error: 6.7e-16 eV
plane-wave element max error: 1.9e-14 eV angstrom^3
direct hermiticity max error: 4.4e-16 eV angstrom^3
time-reversal max error: 4.4e-16 eV angstrom^3
sample K, K' in 2pi/a: (1,1,1), (1,-1,-1)
2pi/a: 1.1121 1/angstrom
|K| = |K'|: 1.9262 1/angstrom
unit radial integral: 0.011421 angstrom^3
unit radial integral/(K K'): 0.0030785 angstrom^5
K x K' (1/angstrom^2): [ 0.      2.4734 -2.4734]
one-atom scalar element: 0.023343 eV
one-atom SO up,up: 0.000000+0.021220j eV
one-atom SO up,down: -0.021220+0.000000j eV
one-atom SO down,up: 0.021220+0.000000j eV
two-atom structure factor: -2
crystal SO up,up: -0.000000-0.042441j eV
plane waves at main cutoff 36 (2pi/a)^2: 259
main kinetic cutoff: 169.62 eV
crystal H-H^dagger max: 0 eV
same defect of SO block without i: 0.14463 eV
valence triplet without SO: 9.061946 eV
twofold split-off level: 8.614466 eV
fourfold valence top: 9.276233 eV
split-off energy: 0.66177 eV = 24.3195 mHa
direct gap at Gamma: 1.5199 eV
p weight within Gaussians: 0.065206
first-order splitting: 0.65206 eV
weak-SO splitting / first order: 1.000143
centroid move ratio, SO halved: 4.0027
centroid shift at full SO: -0.0063021 eV
level error from plain average: -0.10946 eV
Kramers pair gap at general k: 8.9e-14 eV
cutoff 24: 137 waves, split 0.66258 eV, gap 1.51992 eV
cutoff 52: 411 waves, split 0.66187 eV, gap 1.51990 eV
split shift, cutoff 36 to 52: 0.000102 eV
gap shift, cutoff 36 to 52: 1.61e-05 eV
split change, equal d-channel difference: -0.047079 eV
split with b 10% larger: 0.93607 eV
thermal energy at 300 K: 0.025852 eV
split-off Boltzmann factor at 300 K: 7.63e-12
```
